# Anharmonicity of a Single-Channel Gatemon from the Short-Junction Andreev Energy

A gatemon is a transmon qubit whose Josephson element is a semiconductor wire between two superconducting leads. A gate sets how well the wire conducts, and near pinch-off a single channel may carry nearly all the supercurrent. A qubit needs unequal level spacings, so that a pulse driving $0\to1$ does not also drive $1\to2$. For a tunnel junction with a cosine energy the spacing changes by about one charging energy. A well-transmitting channel has a different energy-phase relation, and the question is how much anharmonicity survives.

Take one spin-degenerate channel of transmission $T$, with $0<T\le1$, between superconductors of gap $\Delta$ and phase difference $\varphi$. The junction has length $L$ and Fermi velocity $v_F$, and $\xi=\hbar v_F/\Delta$. It is time-reversal symmetric at $\varphi=0$, cold, and free of trapped quasiparticles. Coulomb interaction in the wire and spin-orbit and magnetic effects are left out.

First the bound states. In a lead of phase $\chi$ occupying $x>0$, a right-moving electron amplitude $u$ and the hole amplitude $v$ coupled to it obey, near the Fermi point,

$$-i\hbar v_F u'+\Delta e^{i\chi}v=Eu,\qquad i\hbar v_F v'+\Delta e^{-i\chi}u=Ev .$$

For $|E|<\Delta$ the decaying solution goes as $e^{-\kappa x}$ with $\hbar v_F\kappa=\sqrt{\Delta^2-E^2}$. The first equation then gives

$$\frac vu=e^{-i\chi}\alpha_A,\qquad \alpha_A=\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}=e^{-i\arccos(E/\Delta)} .$$

This is the amplitude for an electron to return as a hole. The reverse process has amplitude $e^{i\chi}\alpha_A$, by the same calculation with $u$ and $v$ exchanged.

Let the leads have phases $\chi_1=\varphi/2$ and $\chi_2=-\varphi/2$, and let the wire scatter electrons by a $2\times2$ unitary matrix $S$, symmetric by time reversal and taken as independent of energy over the scale $\Delta$. Holes scatter by $S^*$. With $r=\mathrm{diag}(e^{i\varphi/2},e^{-i\varphi/2})$, an electron wave scatters, becomes a hole, scatters again and becomes an electron. For $L\ll\xi$ this round trip multiplies it by $\alpha_A^2M$, where $M=rS^*r^*S$. Its determinant is $|\det S|^2|\det r|^2=1$. Since $S_{kj}=S_{jk}$, its trace is

$$\mathrm{tr}\,M=\sum_{jk}|S_{jk}|^2e^{i(\chi_j-\chi_k)}=2(1-T)+2T\cos\varphi=2-4T\sin^2\frac\varphi2 .$$

The eigenvalues of the unitary matrix $M$ are therefore $e^{\pm i\theta}$ with $\cos\theta=1-2T\sin^2(\varphi/2)$. A bound state requires $\alpha_A^2e^{\pm i\theta}=1$, so $\cos(2\arccos(E/\Delta))=2E^2/\Delta^2-1=\cos\theta$, and the levels are $\pm E_A$ with

$$E_A(\varphi)=\Delta\sqrt{1-T\sin^2(\varphi/2)} .$$

The potential for the phase is the energy of the whole electron system, including states above the gap. In the Bogoliubov-de Gennes description with basis $(c_\uparrow,c_\downarrow^\dagger)$ the levels come in pairs $\pm E_k$, and the ground energy is $-\sum_kE_k$ plus a constant. Eliminating the lead amplitudes from the matching equations leaves the secular determinant as $D(E)=\det(1-\alpha_A^2M)$ times a factor that does not depend on $\varphi$. At imaginary energy $E=i\omega$ the ratio $D(\varphi)/D(0)$ thus equals the product of $[\omega^2+E_k(\varphi)^2]/[\omega^2+E_k(0)^2]$. Now

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\frac{\omega^2+A^2}{\omega^2+B^2}=A-B\qquad(A,B>0),$$

because both sides vanish at $A=B$ and the derivative of the left side with respect to $A$ is $\int d\omega\,A/[\pi(\omega^2+A^2)]=1$. The ground energy $U$ therefore satisfies

$$U(\varphi)-U(0)=-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\frac{D(i\omega,\varphi)}{D(i\omega,0)} .$$

For $\omega>0$ put $w=\omega/\Delta$. Then $\alpha_A^2=-q$ with $q=(\sqrt{1+w^2}-w)^2$, and

$$D=1+2q\cos\theta+q^2=(1+q)^2-4qT\sin^2\frac\varphi2 .$$

Since $(1+q)^2/q=(\sqrt q+1/\sqrt q)^2=4(1+w^2)$, the ratio is

$$\frac{D(\varphi)}{D(0)}=1-\frac{T\sin^2(\varphi/2)}{1+w^2}=\frac{\omega^2+E_A^2}{\omega^2+\Delta^2} .$$

Negative $\omega$ gives the same value by the pairing of levels. Hence $U(\varphi)-U(0)=\Delta-E_A(\varphi)$: in the short limit the bound level carries the whole phase dependence, and the potential is $V=-E_A$ up to a constant.

A microscopic chain tests this. It has unit hopping, half filling, and a middle bond of squared hopping 0.6, for which $T=4(0.6)/(1.6)^2=0.9375$. At $\varphi=0.75\pi$ the sum over all its negative levels rises by $0.5390\Delta$ from its value at $\varphi=0$, when $\Delta$ is 0.02 of the hopping. The formula gives $0.5530\Delta$. The difference is $0.0140\Delta$, down from $0.0252\Delta$ when the gap is 0.04 of the hopping, as expected of a correction that vanishes with the ratio of gap to bandwidth. These values, and those of the longer chain below, are for chains that end three coherence lengths from the middle. Infinite leads raise the energy rise by about $0.001\Delta$, and with them the difference falls to $0.0037\Delta$ at a gap of 0.005 of the hopping.

A capacitance $C$ in parallel stores $(2en)^2/2C=4E_Cn^2$, where $n$ counts transferred Cooper pairs, $[\varphi,n]=i$ and $E_C=e^2/2C$. The qubit Hamiltonian is

$$H=4E_Cn^2-\Delta\sqrt{1-T\sin^2(\varphi/2)} .$$

To expand it, write the square root as $\sqrt{1-x}$ with

$$x=T\left(\frac{\varphi^2}{4}-\frac{\varphi^4}{48}+\frac{\varphi^6}{1440}-\dots\right),\qquad -\sqrt{1-x}=-1+\frac x2+\frac{x^2}8+\frac{x^3}{16}+\dots$$

Through sixth order $x^2=T^2(\varphi^4/16-\varphi^6/96)$ and $x^3=T^3\varphi^6/64$. Collecting powers,

$$\frac V\Delta=-1+\frac T8\varphi^2+\left(-\frac T{96}+\frac{T^2}{128}\right)\varphi^4+\left(\frac T{2880}-\frac{T^2}{768}+\frac{T^3}{1024}\right)\varphi^6+\dots$$

The quadratic term defines the Josephson energy $E_J=\Delta T/4$ through $E_J\varphi^2/2$. Taking this factor out of the other terms gives

$$V=-\Delta+E_J\left[\frac{\varphi^2}2-a\frac{\varphi^4}{24}+b\frac{\varphi^6}{720}-\dots\right],$$

$$a=1-\frac{3T}4,\qquad b=1-\frac{15T}4+\frac{45T^2}{16} .$$

A cosine has $a=b=1$. The part $-3T/4$ comes from $x^2/8$, the second-order term of the square root. It is positive in the energy and opposes the softening of the well by the cosine-like part, so a transparent channel makes a more nearly harmonic well.

The transmon limit is $E_J\gg E_C$ at fixed $T$. Its small parameter is $s=\sqrt{2E_C/E_J}$. Set

$$\varphi=\sqrt s\,X,\quad X=c+c^\dagger,\quad n=\frac{i(c^\dagger-c)}{2\sqrt s},\quad [c,c^\dagger]=1,$$

which satisfies $[\varphi,n]=i$. With $E_J=2E_C/s^2$ the quadratic part of $H$ is

$$\frac{E_C}s\left[(c+c^\dagger)^2-(c^\dagger-c)^2\right]=\frac{2E_C}s(cc^\dagger+c^\dagger c)=\frac{4E_C}s\left(c^\dagger c+\frac12\right).$$

The level spacing is $\hbar\omega_p=4E_C/s=\sqrt{8E_JE_C}$, and $s$ is the variance of the phase in the harmonic ground state. The quartic term becomes

$$-\frac{aE_Js^2}{24}X^4=-\frac{aE_C}{12}X^4 .$$

$E_J$ has dropped out: a stiffer well confines the phase to smaller angles, and the two effects cancel at this order.

For level $m$,

$$X^2|m\rangle=\sqrt{m(m-1)}\,|m-2\rangle+(2m+1)|m\rangle+\sqrt{(m+1)(m+2)}\,|m+2\rangle ,$$

and the squared norm of this vector is

$$\langle m|X^4|m\rangle=m(m-1)+(2m+1)^2+(m+1)(m+2)=6m^2+6m+3 .$$

First-order perturbation theory shifts level $m$ by $-aE_C(2m^2+2m+1)/4$. For $m=0,1,2$ the bracket is 1, 5, 13. The first difference is 4 and the second is $13-10+1=4$, so

$$E_{01}\simeq\sqrt{8E_JE_C}-aE_C,$$

$$\boxed{\alpha\equiv E_{12}-E_{01}=-E_C\left(1-\frac{3T}4\right)+O(sE_C)}$$

This is the leading term for $s\to0$, not an identity. For $T\to0$ at fixed $E_J$, which requires $\Delta$ to grow, it gives the tunnel-junction value $-E_C$. At $T=1$ it gives $-E_C/4$. In that case $V=-\Delta|\cos(\varphi/2)|$ has a cusp at $\varphi=\pi$, where the two Andreev levels meet and the junction no longer stays in the lower one as the phase passes. The result stands because the low states have exponentially small weight there when $s\to0$.

Real devices have $s$ near 0.2, so the next term matters. Two contributions are of order $sE_C$. The sextic term is $bE_Js^3X^6/720=bsE_CX^6/360$. Its expectation values are squared norms of

$$X^3|0\rangle=3|1\rangle+\sqrt6|3\rangle,$$
$$X^3|1\rangle=3|0\rangle+6\sqrt2|2\rangle+2\sqrt6|4\rangle,$$
$$X^3|2\rangle=6\sqrt2|1\rangle+9\sqrt3|3\rangle+\sqrt{60}|5\rangle,$$

namely 15, 105 and 375. The second difference is $375-210+15=180$, which adds $+bsE_C/2$ to $\alpha$.

The other contribution is the quartic term in second order. Applying $X^2$ twice gives

$$\langle m+2|X^4|m\rangle=(4m+6)\sqrt{(m+1)(m+2)},$$
$$\langle m+4|X^4|m\rangle=\sqrt{(m+1)(m+2)(m+3)(m+4)} .$$

Define $\Sigma_m=\sum_{k\ne m}|\langle k|X^4|m\rangle|^2/(k-m)$. Then

$$\Sigma_0=\frac{72}2+\frac{24}4=42,\qquad \Sigma_1=\frac{600}2+\frac{120}4=330,$$
$$\Sigma_2=\frac{2352}2+\frac{360}4-\frac{72}2=1230 .$$

The energy shift is $-(aE_C/12)^2\Sigma_m/\hbar\omega_p$, and the second difference of $\Sigma_m$ is $1230-660+42=612$. The contribution to $\alpha$ is

$$-\frac{a^2E_C^2}{144}\,\frac{s}{4E_C}\,612=-\frac{17}{16}a^2sE_C .$$

Together,

$$\alpha=-E_C\left[a+s\left(\frac{17a^2}{16}-\frac b2\right)\right]+O(s^2E_C).$$

For a cosine the coefficient of $s$ is $9/16$. At $T=1$ it is only about 0.035.

Diagonalizing $H$ with the full periodic potential tests both orders. At $E_J/E_C=32000$, where $s=0.0079$, the computed $\alpha/E_C$ is $-0.7796$, $-0.5535$, $-0.3263$ and $-0.2503$ for $T=0.3$, 0.6, 0.9 and 1. The leading law gives $-0.7750$, $-0.5500$, $-0.3250$ and $-0.2500$. The remainders are smaller than $1.5s$, and smaller than $3s^2$ once the next term is included. At the practical ratio of 50 and zero offset charge (an offset of 1/2 moves them by up to 0.0007) the values are $-0.9238$, $-0.6670$, $-0.3689$ and $-0.2575$. The leading law is then 16 per cent too small in magnitude at $T=0.3$, relative to the diagonalized value, but 3 per cent too small at $T=1$.

If several independent short channels conduct, their potentials add. The quadratic terms give $E_J=\Delta\sum_iT_i/4$, and the quartic terms carry the weights $T_i(1-3T_i/4)$, so

$$a=1-\frac{3\sum_iT_i^2}{4\sum_iT_i} .$$

At leading order the anharmonicity thus measures the second moment of the transmissions relative to the first. Many weak channels restore $-E_C$ even when their total conductance is large.

The model also assumes that the Andreev levels follow the phase adiabatically. Near $\varphi=0$ the pair of levels is separated by $2\Delta$, and

$$\left(\frac{\hbar\omega_p}{2\Delta}\right)^2=\frac{8E_JE_C}{4\Delta^2}=\frac{TE_C}{2\Delta}=\frac{T^2s^2}{16} .$$

Taking this ratio as an estimate of the relative correction, it is of order $s^2$, beyond the terms kept. The transmon limit therefore secures adiabaticity near the minimum without a further condition.

For an example, consider an InAs nanowire with aluminium leads, with rough typical values $\Delta=0.19$ meV and $C=90$ fF, and one channel of $T=0.9$. In frequency units $\Delta/h=45.94$ GHz and $E_C/h=215.2$ MHz. Then

$$\frac{E_J}h=\frac{45.94\times0.9}4=10.34\ \text{GHz},\qquad \frac{E_J}{E_C}=48.0,\qquad s=\sqrt{\frac2{48.0}}=0.204 .$$

The plasma frequency is $\sqrt{8\times10.34\times0.2152}=4.22$ GHz. Subtracting $aE_C/h=0.325\times215.2=69.9$ MHz gives a qubit frequency of 4.149 GHz, against 4.145 GHz from diagonalization. The leading anharmonicity is $-69.9$ MHz. With $b=-0.0969$ the coefficient of $s$ is 0.1607, and the next order gives

$$\frac\alpha h=-215.2\,(0.325+0.204\times0.1607)=-77.0\ \text{MHz}.$$

Diagonalization gives $-79.7$ MHz, or $-0.330$ µeV. A cosine junction would have $-215.2$ MHz at leading order. The single open channel therefore leaves roughly a third of the charging energy as anharmonicity, and control pulses must be correspondingly slower to avoid the third level.

The gap, charging energy and qubit frequency of this example are of the size used in gatemons. Of the assumptions whose effect is computed below, the short-junction limit matters most for these values, though a second channel of transmission 0.3, rather than the 0.1 taken below, would shift both the frequency and the anharmonicity slightly more. Let the junction be 150 nm long with a Fermi energy of 10 meV and an effective mass of 0.023 electron masses, again rough values. Then $v_F=391$ km/s, $\xi=1355$ nm and $L/\xi=0.111$, which looks small. For a single scatterer at mid-junction, every electron-hole round trip gains the phase factor $e^{2iEL/\hbar v_F}$, so $q$ acquires a factor $e^{-2w\ell}$ with $\ell=L/\xi$, and

$$U(\varphi)-U(0)=-\frac\Delta\pi\int_0^\infty dw\,\ln\left[1-\frac{4qT\sin^2(\varphi/2)}{(1+q)^2}\right].$$

The microscopic chain with a normal section of $\ell=0.30$ supports this: its energy rise is $0.3365\Delta$, against $0.3362\Delta$ from the formula. So close a match is partly accidental: at the same $\ell$ but a gap of 0.03 of the hopping, instead of 0.02, the chain gives $0.3296\Delta$, so the support is good to about $0.01\Delta$. With the potential from the formula, and all other parameters held fixed, the example's frequency falls from 4.145 to 3.572 GHz and the anharmonicity from $-79.7$ to $-58.9$ MHz, a loss of about a quarter of its magnitude.

So large a frequency shift from $\ell=0.111$ comes from a loss of $E_J$. Expanding to order $\varphi^2$ and using $4q/(1+q)^2=1/\cosh^2(\mathrm{arcsinh}\,w+\ell w)$,

$$\frac{E_J(\ell)}{E_J(0)}=\frac2\pi\int_0^\infty\frac{dw}{\cosh^2(\mathrm{arcsinh}\,w+\ell w)} .$$

To first order in $\ell$ the integrand drops by $2\ell w^2/(1+w^2)^{3/2}$, which tends to $2\ell/w$ at large $w$. The expansion holds up to $w\sim1/\ell$, so the integral loses $2\ell\ln(1/\ell)$ to leading logarithm, and $E_J$ loses the fraction $(4/\pi)\ell\ln(1/\ell)$. This is 0.31 here. The computed frequencies imply a loss of about 0.26, since $(3.572/4.145)^2=0.74$; the leading logarithm alone gives only the approximate size of the loss.

The smaller anharmonicity has another origin, since at leading order it does not depend on $E_J$. What changes is the shape of the potential. With $g=4q/(1+q)^2$, expanding the logarithm to second order gives

$$a=1-\frac{3T}2\,\frac{\int_0^\infty g^2\,dw}{\int_0^\infty g\,dw},$$

which is $1-3T/4$ at $\ell=0$. The integral of $g^2$ converges faster at large $w$ and loses less than that of $g$, so the ratio grows and $a$ falls, here from 0.325 to 0.219. The short-junction formula thus requires $\ell\ln(1/\ell)\ll1$, a stricter condition than $\ell\ll1$. The logarithm collects energies up to about $\Delta/\ell$, here 1.7 meV, so the finite-length values also assume that $S$ and $v_F$ stay constant over that range. A half-filled chain with the same $\ell$ and $T$, six normal sites and a gap of 0.0185 of the Fermi energy, close to the 0.019 of this example, gives 3.570 GHz and $-55$ MHz, so the finite-length anharmonicity is uncertain by a few MHz.

A weak second channel acts in the opposite direction. Adding one of transmission 0.1, with $\Delta$ and $C$ fixed, raises the frequency to 4.360 GHz and changes the anharmonicity to $-92.2$ MHz. The other effects sized here are small. Moving the offset charge from 0 to 1/2 changes the qubit frequency by 0.7 kHz and the anharmonicity by 19 kHz in the adiabatic model. At 50 mK the factor $e^{-\Delta/k_BT_{\rm bath}}$, with $T_{\rm bath}$ the temperature, is $7\times10^{-20}$, though quasiparticles out of equilibrium are not governed by it. The non-adiabatic estimate is 0.2 per cent, which is meant only as an order of magnitude.

These shifts matter when the formula is inverted to find a transmission. If $E_C$ is known and $-79.7$ MHz is inserted in the leading law, $a=79.7/215.2=0.370$ and $T=4(1-0.370)/3=0.84$, although the model has $T=0.9$. The finite-length value $-58.9$ MHz would give $T=0.97$. In this example the higher orders in $s$ and the junction length thus shift the inferred transmission by several hundredths or more, in opposite directions. A second channel can mislead further: $-92.2$ MHz, read as a single channel, gives $T=0.76$. For less transparent channels the leading law is worse. At $E_J/E_C=50$ the diagonalized values for $T=0.3$ and 0.6 would be read as 0.10 and 0.44. At practical ratios it is therefore safer to fit the diagonalized spectrum than to invert the leading law, but the junction length and the number of channels must then be known, or more data fitted. The qubit frequency and anharmonicity alone do not settle them: at $\ell=0.111$, two channels of transmission 0.9289 and 0.2907 give the same 4.145 GHz and $-79.7$ MHz as the single short channel of 0.9. The numerical output below lists the values for the other transmissions and ratios.

## Computed results

```
TESTS
chain: transmission 0.9375, phase 0.75 pi
chain: energy rise/gap 0.5390, Andreev formula 0.5530
chain: error/gap at gap 0.04, 0.02 hopping: 0.0252, 0.0140
chain: bound level/gap 0.4554, formula 0.4470
chain with L/xi=0.30: rise/gap 0.3365, formula 0.3362
<X^4> for n=0,1,2: [ 3 15 39]
<X^6> for n=0,1,2: [ 15 105 375]
second-order X^4 sums, n=0,1,2: [  42  330 1230]
alpha/E_C: T, -(1-3T/4), diagonalized at E_J/E_C = 50, 8000, 32000
  0.01  -0.9925  -1.1421  -1.0016  -0.9970
  0.30  -0.7750  -0.9238  -0.7842  -0.7796
  0.60  -0.5500  -0.6670  -0.5571  -0.5535
  0.90  -0.3250  -0.3689  -0.3276  -0.3263
  1.00  -0.2500  -0.2575  -0.2506  -0.2503
two channels 0.9+0.1, ratio 32000: alpha/E_C -0.3863, rule -0.3850
EXAMPLE INPUTS
gap 0.19 meV, capacitance 90.0 fF, transmission 0.9
length 150.0 nm, Fermi energy 10.0 meV
effective mass 0.023 m_e, temperature 50.0 mK
EXAMPLE RESULTS
gap/h = 45.94 GHz
E_J/h = 10.337 GHz
E_C/h = 215.2 MHz
E_J/E_C = 48.0
phase variance s = 0.2041
a = 0.3250, b = -0.0969, 17a^2/16-b/2 = 0.1607
plasma frequency = 4.219 GHz
f01 to first order = 4.149 GHz
f01 diagonalized = 4.145 GHz
alpha/h leading order = -69.9 MHz
alpha/h next order = -77.0 MHz
alpha/h diagonalized = -79.7 MHz
alpha diagonalized = -0.330 micro-eV
NEGLECTED EFFECTS
Fermi velocity 391 km/s, xi 1355 nm, L/xi 0.111
finite length: f01 3.572 GHz, alpha/h -58.9 MHz
second channel T=0.1: f01 4.360 GHz, alpha/h -92.2 MHz
offset charge 0 to 1/2: f01 shift -0.71 kHz
offset charge 0 to 1/2: alpha/h shift 19.13 kHz
thermal factor exp(-gap/kT) = 7.1e-20
non-adiabatic estimate (plasma/2gap)^2 = 2.1e-03
```
